# Shear stiffness and polarization rotation in a tetragonal ferroelectric

Q: I am told that a tetragonal ferroelectric can become soft in shear because its polarization is about to turn. Polarization is a dielectric quantity and shear is a mechanical one. Why should one know about the other?

A: Because the crystal is already polarized. Let the spontaneous polarization $P_s$ lie along axis 3, which I also call $z$, and let axis 1 be $x$. A small component $P_1$ then turns the polarization vector away from the tetragonal axis, and the lattice prefers to shear along with it.

Electrostriction expresses this. At zero stress, a crystal derived from a cubic parent has a strain quadratic in polarization, and its shear part is

$$S_5^{(0)}=Q_{44}P_1P_3 .$$

Here $S_5=2e_{13}$ is the engineering shear strain. With $P_3=P_s$, the natural shear is $Q_{44}P_sP_1$, which is linear in $P_1$.

Q: A natural strain is not yet an energy. What is the coupling energy, and why may you ignore the other strains?

A: Let $G(P)$ be the energy density of the stress-free crystal at polarization $P$. I assume linear elasticity about the natural strain, at fixed temperature. The energy density at given polarization and strain is then

$$F=G(P)+\tfrac12\sum_{ij}C_{ij}\,(S_i-S_i^{(0)})(S_j-S_j^{(0)}),$$

with $C_{ij}$ the stiffness at constant polarization.

The mirror $x\to-x$ reverses $P_1$, $S_5$ and $S_6$. It leaves $P_3$ and the normal strains unchanged, so a product such as $P_1S_1$ is forbidden. The mirror $y\to-y$ reverses $P_2$, $S_4$ and $S_6$ but not $P_1$, which forbids $P_1S_6$ and $P_1P_2$. Among the strains, $P_1$ is left with $S_5$ alone as a bilinear partner. The pair $(P_2,S_4)$ behaves identically by fourfold symmetry.

The normal natural strains do change with $P_1$, but as $P_1^2$. Their elastic energy is therefore of fourth order when the normal strains are held at their spontaneous values. To second order,

$$f=\tfrac12a_{\rm f}P_1^2+\tfrac12c\,(S_5-Q_{44}P_sP_1)^2,$$

where $c=C_{44}$ and $a_{\rm f}=\partial^2G/\partial P_1^2$. Expanding the square gives

$$f=\tfrac12\left(a_{\rm f}+cQ_{44}^2P_s^2\right)P_1^2-cQ_{44}P_s\,P_1S_5+\tfrac12cS_5^2 .$$

I name the coefficients

$$g=cQ_{44}P_s,\qquad a=a_{\rm f}+\frac{g^2}{c},$$

so that

$$f=\tfrac12aP_1^2+\tfrac12cS_5^2-gP_1S_5 .$$

The sign of $g$ depends on the choice of axes and on the sign of $Q_{44}$. The moduli will contain $g^2$.

Q: You now have two inverse susceptibilities. Which one does an experiment see?

A: That depends on the mechanical condition. The field and the shear stress are the derivatives

$$E_1=\frac{\partial f}{\partial P_1}=aP_1-gS_5,\qquad
\sigma_5=\frac{\partial f}{\partial S_5}=cS_5-gP_1 .$$

If the shear is clamped, $S_5=0$ and $E_1=aP_1$. Thus $a$ is the clamped inverse susceptibility.

If the crystal is stress-free, $\sigma_5=0$ gives $S_5=gP_1/c$. Substitution in the first equation yields

$$E_1=\left(a-\frac{g^2}{c}\right)P_1=a_{\rm f}P_1 .$$

So $a_{\rm f}$ is the stress-free inverse susceptibility. It is smaller than $a$ because the lattice accommodates the rotation instead of resisting it.

Q: And the mechanical stiffness? You said that $c$ belongs to constant polarization, but nobody holds polarization constant.

A: A short circuit holds the field constant instead. For a small shear at $E_1=0$, the polarization follows as $P_1=gS_5/a$. Inserting this in the stress gives

$$\sigma_5=\left(c-\frac{g^2}{a}\right)S_5,\qquad c^E=c-\frac{g^2}{a}.$$

This requires $a>0$; otherwise the polarization found is not an energy minimum at fixed strain. The modulus is reduced because the polarization turns and relieves part of the stress.

Q: Then suppose that the stress-free crystal reaches its rotation instability. Which of these quantities goes to zero?

A: Multiply each reduced coefficient by the quantity that was eliminated:

$$a\,c^E=ac-g^2,\qquad c\,a_{\rm f}=ac-g^2 .$$

The right-hand sides are equal, and hence

$$\frac{c^E}{c}=\frac{a_{\rm f}}{a}.$$

The rotation instability of the stress-free crystal is the point where $a_{\rm f}$ falls to zero. There the definition of $a$ gives

$$a=\frac{g^2}{c}>0,\qquad c^E=c\,\frac{a_{\rm f}}{a}=0,$$

provided that $c>0$ and $g\ne0$. The constant-field shear modulus vanishes, while the clamped inverse susceptibility is still positive.

Q: That is algebra with ratios. How do I know that the crystal is stable until then, and what does it do at that point?

A: Complete the square in two ways:

$$f=\tfrac12c\left(S_5-\frac{g}{c}P_1\right)^2+\tfrac12a_{\rm f}P_1^2
=\tfrac12a\left(P_1-\frac{g}{a}S_5\right)^2+\tfrac12c^ES_5^2 .$$

From the first form, $f$ is positive for every nonzero pair $(P_1,S_5)$ if and only if $c>0$ and $a_{\rm f}>0$. The second form states the same condition as $a>0$ and $c^E>0$. There is one instability, and it may be read from the dielectric or from the mechanical side.

At $a_{\rm f}=0$ the first form costs no energy along the line

$$\frac{S_5}{P_1}=\frac gc=Q_{44}P_s .$$

The soft motion is a polarization rotation together with its natural shear. Clamping forbids this combination: with $S_5=0$ the energy is $\tfrac12aP_1^2$, which still rises. Holding $P_1=0$ also removes the instability, since $\tfrac12cS_5^2$ rises too. Neither partner is soft by itself.

Q: Perhaps the coupling is only decoration. Would the modulus not soften anyway when the dielectric response diverges?

A: Set $g=0$ and follow the same path. Then $c^E=c$ throughout, and $a=a_{\rm f}$. The susceptibility diverges whether the crystal is clamped or free, and the shear modulus does not notice.

For small but nonzero $g$, write

$$c^E=c\,\frac{a_{\rm f}}{a_{\rm f}+g^2/c}.$$

When $a_{\rm f}\gg g^2/c$, the modulus is close to $c$. It has dropped to one half when $a_{\rm f}=g^2/c$, and it is proportional to $a_{\rm f}$ when $a_{\rm f}\ll g^2/c$. Weak coupling confines the softening to a narrow interval but does not prevent the modulus from reaching zero. The limit $g\to0$ therefore has to be taken with care: at the instability itself $c^E=0$ for any nonzero $g$, however small.

Q: If the modulus goes to zero, does every piezoelectric coefficient diverge?

A: No. Apply a stress at zero field. The strain is $S_5=\sigma_5/c^E$, and the polarization is $P_1=gS_5/a$. Therefore

$$d_{15}=\frac{P_1}{\sigma_5}=\frac{g}{a\,c^E}=\frac{g}{c\,a_{\rm f}},$$

which diverges. If the strain is imposed instead, the response is

$$e_{15}=\frac{P_1}{S_5}=\frac ga\;\longrightarrow\;\frac cg=\frac1{Q_{44}P_s},$$

which stays finite. The polarization produced per unit shear is limited; what diverges is the shear produced per unit stress.

The coupling factor compares these responses. With the stress-free susceptibility $1/a_{\rm f}$ and the compliance $1/c^E$,

$$k^2=d_{15}^2\,a_{\rm f}\,c^E=\frac{g^2}{c^2a_{\rm f}^2}\,a_{\rm f}\,\frac{c\,a_{\rm f}}{a}=\frac{g^2}{ac}=1-\frac{c^E}{c}.$$

It tends to one at the instability. I have used the susceptibility in place of the full permittivity, which neglects $\varepsilon_0$ beside a dielectric response thousands of times larger in the example below.

Q: I would like to see a material. How do you obtain $a_{\rm f}$ for one?

A: Take barium titanate in a sixth-order Landau model, a mean-field description with rough typical coefficients:

$$\begin{aligned}
G={}&\alpha_1\sum_iP_i^2+\alpha_{11}\sum_iP_i^4+\alpha_{111}\sum_iP_i^6
+\alpha_{12}\sum_{i<j}P_i^2P_j^2\\
&+\alpha_{112}\sum_{i<j}\left(P_i^4P_j^2+P_i^2P_j^4\right)+\alpha_{123}P_1^2P_2^2P_3^2 .
\end{aligned}$$

For polarization along axis 3, $\partial G/\partial P_3=0$ gives

$$\alpha_1+2\alpha_{11}P_s^2+3\alpha_{111}P_s^4=0,$$

$$P_s^2=\frac{-\alpha_{11}+\sqrt{\alpha_{11}^2-3\alpha_1\alpha_{111}}}{3\alpha_{111}} .$$

The plus sign selects the minimum. The terms of $G$ quadratic in $P_1$ have the coefficient $\alpha_1+\alpha_{12}P_s^2+\alpha_{112}P_s^4$, and two derivatives double it:

$$a_{\rm f}=2\left(\alpha_1+\alpha_{12}P_s^2+\alpha_{112}P_s^4\right).$$

At 298.15 K, in SI units, $\alpha_1=-2.734\times10^7$, $\alpha_{11}=-6.458\times10^8$ and $\alpha_{111}=8.017\times10^9$. The root is $P_s^2=0.06995$, or $P_s=0.2645\ \mathrm{C/m^2}$ (26.45 µC/cm²). With $\alpha_{12}=3.2\times10^8$ and $\alpha_{112}=4.5\times10^9$,

$$a_{\rm f}=2(-2.734+2.239+2.202)\times10^7=3.41\times10^7\ \mathrm{V\,m/C}.$$

For $c=120$ GPa and $Q_{44}=0.060\ \mathrm{m^4/C^2}$,

$$g=(1.20\times10^{11})(0.060)(0.2645)=1.904\times10^9\ \mathrm{V/m},$$

$$a=3.41\times10^7+\frac{(1.904\times10^9)^2}{1.20\times10^{11}}=6.43\times10^7\ \mathrm{V\,m/C}.$$

The constant-field modulus is then

$$c^E=120\times\frac{3.413}{6.435}=63.6\ \mathrm{GPa}.$$

At the temperature of use the coupling has already removed almost half of the shear stiffness. The relative permittivity is about 3300 free and 1760 clamped, and $d_{15}$ is about 465 pC/N.

Q: Both the formula and the number come from your quadratic energy. Has the modulus been found without it?

A: Yes, from the full $F$, which contains three polarizations and six strains. A shear $S_5=\pm10^{-6}$ was imposed with the other strains at their spontaneous values. All three polarization components were then relaxed at zero field, and the modulus was taken from the difference of the two stresses. At 298.15 K this gives 63.648 GPa, and the formula gives the same digits.

The model has $a_{\rm f}=0$ at 235.6 K. There the imposed shear gives $|c^E|/c=3.6\times10^{-8}$, while $a=3.18\times10^7$ V m/C, a clamped relative permittivity of about 3550. The small remainder comes from the finite strain. It is proportional to $S_5^2$: a shear ten times larger makes it a hundred times larger. Its size is also reasonable, since $P_1=S_5/(Q_{44}P_s)$ makes $(P_1/P_s)^2\approx5\times10^{-8}$.

The second-derivative matrix of the full $F$ at this temperature has two zero eigenvalues to numerical accuracy, for the pairs $(P_1,S_5)$ and $(P_2,S_4)$, and its other seven are positive. No other uniform mode of the model has become unstable first.

Q: Then I cool a crystal to 235.6 K and watch the modulus disappear?

A: In this model the equilibrium phase changes before you get there. Compare the tetragonal energy with that of an orthorhombic state $P=(p,0,p)$. Substitution in $G$ gives

$$G_{\rm O}=2\alpha_1p^2+(2\alpha_{11}+\alpha_{12})p^4+2(\alpha_{111}+\alpha_{112})p^6,$$

to be minimized over $p$. The two energies cross at 282.2 K. A search over all three polarization components found a tetragonal minimum 3 K above the crossing and an orthorhombic one 3 K below it.

At the crossing, $a_{\rm f}=2.60\times10^7$ and $a=5.67\times10^7$ V m/C. Hence

$$c^E=120\times\frac{2.599}{5.674}=55.0\ \mathrm{GPa},$$

which is 46% of $c$. The transition is first order, since $a_{\rm f}$ is still positive and the polarization jumps to another minimum. Between 282.2 K and 235.6 K the tetragonal state is metastable.

The statement about a vanishing modulus therefore concerns the limit of stability. An equilibrium crystal reaches it if the tetragonal phase remains the state of lowest energy down to $a_{\rm f}=0$, as at a continuous rotation transition.

Q: Suppose that the metastable state survives. How does the modulus approach zero?

A: Let $T_r$ be the instability temperature. Close to it,

$$a_{\rm f}\approx\frac{da_{\rm f}}{dT}(T-T_r),\qquad a\approx\frac{g^2}{c},$$

and $c^E=c\,a_{\rm f}/a$ becomes

$$c^E\approx\frac{c^2}{g^2}\frac{da_{\rm f}}{dT}(T-T_r).$$

With $g/c=Q_{44}P_s=0.01628\ \mathrm{m^2/C}$ and a slope of $5.813\times10^5$ V m/(C K),

$$\frac{dc^E}{dT}=\frac{5.813\times10^5}{(0.01628)^2}=2.19\times10^9\ \mathrm{Pa/K},$$

or 2.19 GPa/K. One kelvin above $T_r$ the model gives 2.15 GPa, close to the linear law. At 10 K it gives 18.5 GPa instead of 21.9 GPa. The main reason is the denominator: $a$ has risen from $3.181\times10^7$ V m/C at $T_r$ to $3.740\times10^7$ V m/C, and $21.9\times3.181/3.740=18.6$. The small remainder comes from $a_{\rm f}$, which at 10 K lies slightly below its linear approximation.

Over the same interval $d_{15}$ rises from about 2800 to 28,000 pC/N as $T$ falls from 10 K to 1 K above $T_r$, while $e_{15}$ changes from 52 to 60 C/m². This is the contrast between imposed stress and imposed strain found above.

Q: And if I clamp the crystal, does the polarization never rotate?

A: It can, but later. Clamp the strain at its spontaneous tetragonal value for each temperature. The unrotated state then remains locally stable until $a=0$, or $a_{\rm f}=-g^2/c$. The same coefficients put this limit at 181.2 K, about 54 K below the stress-free instability. At 182 K a rotated state already has the lower clamped energy, so a jump can come slightly before the limit. The figure of 181.2 K extrapolates the Landau coefficients along a tetragonal state which would be unstable if released. It measures the strength of the coupling and does not predict a transition.

Q: A sound wave has no electrodes. Does it see the constant-field modulus or something else?

A: It depends on the direction of travel. First take a shear wave along $z$ with displacement $u_1(z,t)$. Its strain is $S_5=\partial u_1/\partial z$, and the induced $P_1(z)$ has no divergence. No bound charge appears, so $E_1=0$ in the electrostatic approximation. The equation of motion is

$$\rho\,\frac{\partial^2u_1}{\partial t^2}=\frac{\partial\sigma_5}{\partial z}=c^E\frac{\partial^2u_1}{\partial z^2},\qquad v=\sqrt{\frac{c^E}{\rho}} .$$

I assume that the polarization follows the wave without delay. With $\rho=6000\ \mathrm{kg/m^3}$ the speed is 3257 m/s at 298.15 K and 599 m/s one kelvin above $T_r$.

Now send the wave along $x$ with displacement $u_3(x,t)$. The shear is again $S_5$, but $P_1(x)$ is longitudinal. Without free charge, $\varepsilon_0E_1+P_1=0$, so

$$-\frac{P_1}{\varepsilon_0}=aP_1-gS_5,\qquad P_1=\frac{gS_5}{a+1/\varepsilon_0}.$$

The modulus becomes

$$c-\frac{g^2}{a+1/\varepsilon_0}\approx120\ \mathrm{GPa}$$

at the instability. Since $1/\varepsilon_0\approx1.1\times10^{11}$ V m/C is far larger than $a$, the depolarizing field nearly freezes $P_1$ and restores the stiffness.

This second result omits one effect. The wave also rotates the lattice by an angle of magnitude $S_5/2$, which carries $P_s$ with it and changes the longitudinal polarization by $-P_sS_5/2$. Compared with the short-circuit response $e_{15}S_5$, this is 0.45% in magnitude at 298.15 K. The depolarizing field then holds $P_1-P_sS_5/2$, instead of $P_1$, near zero. Putting $P_1=P_sS_5/2$ into $f$ gives the modulus $c-gP_s+aP_s^2/4$, which is about 0.5 GPa below $c$ at the instability. That is more than the reduction $g^2/(a+1/\varepsilon_0)\approx0.03$ GPa in the formula above, and the two together lower the modulus by 0.56 GPa. The wave remains stiff.

Q: Even the wave along $z$ has a finite wavelength. Does its modulus really reach zero?

A: Not at the uniform instability, if changing the polarization in space costs energy. Add $\tfrac12\kappa(dP_1/dz)^2$ with $\kappa>0$. Varying $P_1$ at zero field gives

$$aP_1-\kappa\frac{d^2P_1}{dz^2}=gS_5 .$$

For $S_5\propto\cos qz$ the second derivative gives $-q^2P_1$, so $a$ is replaced by $a+\kappa q^2$:

$$c^E(q)=c-\frac{g^2}{a+\kappa q^2}.$$

At the uniform instability $g^2=ac$, and therefore

$$c^E(q)=c\,\frac{\kappa q^2}{a+\kappa q^2}.$$

With a rough $\kappa=10^{-10}\ \mathrm{J\,m^3/C^2}$, a 100 µm wave retains $1.5\times10^{-6}$ GPa, which is negligible beside 120 GPa. A 10 nm wave retains 66.5 GPa, a figure that follows the rough $\kappa$ closely: it is 24 GPa for $\kappa=2\times10^{-11}$ and 103 GPa for $5\times10^{-10}\ \mathrm{J\,m^3/C^2}$. Such a wave also oscillates at about 0.3 THz, not far below the damped transverse soft mode, so the polarization may no longer follow it without delay. The softening thus belongs to long waves. This estimate leaves out coupling between polarization and strain gradients.

Q: How much of this would you trust for a real piece of barium titanate?

A: The model is in the right regime. Real barium titanate is tetragonal at room temperature and becomes orthorhombic on cooling, roughly near 280 K. Its single-domain transverse permittivity is roughly a few thousand, and its $d_{15}$ is a few hundred pC/N. The coefficients are rounded typical values, so the third digits above serve the arithmetic and are not predictions. Raising $\alpha_{12}$ by 5%, with the other coefficients fixed, lowers the instability temperature by 4.1 K. An eighth-order Landau set for barium titanate, with the same $c$ and $Q_{44}$, moves the instability to about 239 K, $c^E$ at 298.15 K to about 62 GPa, and $c^E$ at the transition to about 51 GPa. Raising $Q_{44}$ by 10%, with $G$ and $c$ fixed, lowers $c^E$ at 298.15 K from 63.6 to 57.9 GPa. At that temperature, a shear of 0.001 raises the ratio of stress to strain by 1.7% over the small-strain modulus if the other strains are held at their spontaneous values, but lowers it by 2.3% if they are free to relax.

The vanishing of the modulus rests on the assumption that the tetragonal state survives to 235.6 K. If the crystal transforms at the model's equilibrium temperature, the lowest tetragonal modulus is 55 GPa instead of zero. Poled ceramics and many crystals also break the single-domain assumption. Moving domain walls can add strain and polarization of their own, and this calculation does not size that contribution. Defects and delayed polarization response are also left out.

Q: So what would convince you, in a measurement, that this mechanism is at work?

A: I would start with the link between the two softenings, under the conditions we have stated. In a single-domain crystal, measure the free and clamped transverse susceptibilities and the speed of the shear wave along $z$ at several temperatures. The relation $c^E=c\,a_{\rm f}/a$ then requires

$$\rho v^2\,\frac{a}{a_{\rm f}}=c .$$

The left side should be nearly independent of temperature if $c$ is. From the model's rounded values, $63.6\times6.435/3.413$ and $55.0\times5.674/2.599$ both return 120 GPa, as they must. In a crystal, a clear drift would mean that $c$ itself varies or that something outside this two-variable description, such as domain walls, contributes.

A constant value is not yet proof of rotation. The relation holds for any linear piezoelectric with one polarization and one shear, whatever the origin of $g$. It shows that the modulus softens through the polarization. To tie the coupling to rotation, I would also test

$$a-a_{\rm f}=cQ_{44}^2P_s^2,$$

with $Q_{44}$ and $P_s$ measured separately. $Q_{44}$ must not be inferred from $d_{15}=Q_{44}P_s/a_{\rm f}$ of the same crystal, because the relation would then hold identically. The remaining values are in the numerical output.

## Calculated quantities

```
Inputs: rough typical values for barium titanate, T in K
alpha1 = 3.3e5 (T-381) V m/C; at 298.15 K: -2.734e+07
alpha11 = 4.7e6 (T-393) - 2.0e8 V m^5/C^3; at 298.15 K: -6.458e+08
alpha111 = -5.5e7 (T-393) + 2.8e9 V m^9/C^5; at 298.15 K: 8.017e+09
alpha12 = 3.20e+08 V m^5/C^3
alpha112, alpha123 = 4.50e+09, 4.90e+09 V m^9/C^5
Q11, Q12, Q44 = 0.110, -0.045, 0.060 m^4/C^2
c11, c12, c44 at constant P = 180, 96, 120 GPa
density = 6000 kg/m^3; kappa = 1.0e-10 J m^3/C^2
Characteristic temperatures
tetragonal-orthorhombic transition = 282.2 K
rotation instability, stress-free = 235.6 K
clamped inverse susceptibility zero (extrapolated) = 181.2 K
State: temperature of use, T = 298.15 K
  Ps = 26.45 uC/cm2; g = 1.904 GV/m
  inverse susceptibility free, clamped = 3.413, 6.435 1e7 V m/C
  relative permittivity free, clamped = 3310, 1756
  cE formula, imposed shear = 63.648, 63.648 GPa
  d15 = 465 pC/N; e15 = 29.6 C/m^2; k^2 = 0.4696
  shear speed along z = 3257 m/s
State: phase transition, T = 282.24 K
  Ps = 26.68 uC/cm2; g = 1.921 GV/m
  inverse susceptibility free, clamped = 2.599, 5.674 1e7 V m/C
  relative permittivity free, clamped = 4347, 1991
  cE formula, imposed shear = 54.963, 54.963 GPa
  d15 = 616 pC/N; e15 = 33.9 C/m^2; k^2 = 0.5420
  shear speed along z = 3027 m/s
State: 10 K above instability, T = 245.65 K
  Ps = 27.06 uC/cm2; g = 1.948 GV/m
  inverse susceptibility free, clamped = 0.577, 3.740 1e7 V m/C
  relative permittivity free, clamped = 19569, 3021
  cE formula, imposed shear = 18.518, 18.518 GPa
  d15 = 2813 pC/N; e15 = 52.1 C/m^2; k^2 = 0.8457
  shear speed along z = 1757 m/s
State: 1 K above instability, T = 236.65 K
  Ps = 27.13 uC/cm2; g = 1.953 GV/m
  inverse susceptibility free, clamped = 0.058, 3.238 1e7 V m/C
  relative permittivity free, clamped = 194432, 3489
  cE formula, imposed shear = 2.153, 2.153 GPa
  d15 = 28022 pC/N; e15 = 60.3 C/m^2; k^2 = 0.9821
  shear speed along z = 599 m/s
At the rotation instability
Ps = 27.14 uC/cm2; g = 1.954 GV/m
clamped inverse susceptibility = 3.181 1e7 V m/C; rel. permittivity = 3551
|cE|/c44 from imposed shear = 3.6e-08
soft mode S5/P1 = 0.01628 m^2/C
slope of free inverse susceptibility = 5.813e+05 V m/(C K)
slope of cE = 2.193 GPa/K
Neglected or excluded effects
cE/c44 left at the first-order transition = 0.458
modulus with depolarizing field, wave along x = 119.97 GPa
gradient modulus at instability: 100 um wave 1.49e-06 GPa, 10 nm wave 66.5 GPa
secant modulus change at S5 = 0.001, 298.15 K = 1.71 %
lattice rotation share Ps/(2 e15), 298.15 K = 0.45 %
instability shift for alpha12 +5 % = -4.1 K
cE at 298.15 K for Q44 +10 % = 57.93 GPa
```
